# The AB spectrum and its roof effect, derived in two ways

Two coupled spins 1/2 of the same isotope, A and B, have resonance frequencies $\nu_A>\nu_B$ and a scalar coupling $J$, all in hertz. Let

$$\Delta\nu=\nu_A-\nu_B,\qquad \bar\nu=\tfrac12(\nu_A+\nu_B),\qquad C=\sqrt{\Delta\nu^2+J^2},$$

and define a mixing angle by $\tan2\theta=J/\Delta\nu$ with $-90^\circ<2\theta<90^\circ$, so that $\sin2\theta=J/C$. The spectrum consists of four lines:

| Frequency | Relative intensity |
|---|---|
| $\bar\nu\pm\frac12(C+J)$ | $1-\sin2\theta$ |
| $\bar\nu\pm\frac12(C-J)$ | $1+\sin2\theta$ |

For $J>0$ the first pair lies outside and is weak, and the second lies inside and is strong. For $J<0$ the first pair lies inside, but $\sin2\theta$ is then negative, so the inner lines are again the strong ones. Each doublet rises towards the other, like the two slopes of a roof.

## The Hamiltonian and the signal

In an isotropic liquid, without relaxation or chemical exchange, the Hamiltonian divided by Planck's constant is

$$\mathcal H=\nu_AI_{Az}+\nu_BI_{Bz}+J\,\mathbf I_A\cdot\mathbf I_B .$$

The spin operators are dimensionless. With $I_\pm=I_x\pm iI_y$, the coupling reads

$$\mathbf I_A\cdot\mathbf I_B=I_{Az}I_{Bz}+\tfrac12(I_{A+}I_{B-}+I_{A-}I_{B+}).$$

The last two terms are the flip-flop terms: one spin goes up while the other goes down. They conserve $F_z=I_{Az}+I_{Bz}$, so $[\mathcal H,F_z]=0$. Frequencies may therefore be measured from any common reference, which only shifts the whole spectrum.

For nuclei with positive gyromagnetic ratio the Zeeman terms carry minus signs. A rotation of both spins by $180^\circ$ about $x$ reverses $I_{Az}$ and $I_{Bz}$, keeps $\mathbf I_A\cdot\mathbf I_B$ and $F_x$, and turns $F_+$ into $F_-$. The signal becomes its complex conjugate: the sense of precession changes, but not the pattern.

At high temperature the part of the equilibrium density operator that matters is proportional to $F_z$. A short pulse of angle $\beta$ about $y$, acting equally on both spins, turns it into $F_z\cos\beta+F_x\sin\beta$. The receiver detects $F_+=I_{A+}+I_{B+}$. The $F_z$ part commutes with $\mathcal H$ and gives nothing, because $\mathrm{Tr}[F_+F_z]=0$. Up to a constant factor the signal is

$$s(t)=\sin\beta\;\mathrm{Tr}\!\left[F_+\,e^{-2\pi i\mathcal Ht}F_x\,e^{2\pi i\mathcal Ht}\right].\tag{1}$$

The flip angle sets the overall scale and leaves the relative intensities alone. Both derivations evaluate this trace.

## First derivation: stationary states

**Energies.** Use the product states $\alpha\alpha,\alpha\beta,\beta\alpha,\beta\beta$, with spin A written first. The flip-flop terms give zero on $\alpha\alpha$ and $\beta\beta$, and $I_{Az}I_{Bz}=\frac14$ there. These are eigenstates, called 1 and 4, with

$$E_1=\bar\nu+\tfrac J4,\qquad E_4=-\bar\nu+\tfrac J4 .$$

In $\alpha\beta$ and $\beta\alpha$ the Zeeman terms give $\pm\frac12\Delta\nu$, the product $I_{Az}I_{Bz}$ gives $-\frac14$, and the flip-flop terms connect the two states with element $J/2$. The block is

$$-\frac J4+\frac12\begin{pmatrix}\Delta\nu&J\\J&-\Delta\nu\end{pmatrix}
=-\frac J4+\frac C2\begin{pmatrix}\cos2\theta&\sin2\theta\\\sin2\theta&-\cos2\theta\end{pmatrix},$$

since $\Delta\nu=C\cos2\theta$ and $J=C\sin2\theta$. Apply the last matrix to the column $(\cos\theta,\sin\theta)$:

$$\begin{pmatrix}\cos2\theta\cos\theta+\sin2\theta\sin\theta\\\sin2\theta\cos\theta-\cos2\theta\sin\theta\end{pmatrix}=\begin{pmatrix}\cos\theta\\\sin\theta\end{pmatrix}.$$

The eigenvalue is $+1$. For the orthogonal column $(-\sin\theta,\cos\theta)$ the product is

$$\begin{pmatrix}-\cos2\theta\sin\theta+\sin2\theta\cos\theta\\-\sin2\theta\sin\theta-\cos2\theta\cos\theta\end{pmatrix}=-\begin{pmatrix}-\sin\theta\\\cos\theta\end{pmatrix},$$

with eigenvalue $-1$. Hence

$$|2\rangle=\cos\theta\,|\alpha\beta\rangle+\sin\theta\,|\beta\alpha\rangle,\qquad E_2=-\tfrac J4+\tfrac C2,$$
$$|3\rangle=-\sin\theta\,|\alpha\beta\rangle+\cos\theta\,|\beta\alpha\rangle,\qquad E_3=-\tfrac J4-\tfrac C2 .$$

**The trace.** Written in these eigenstates, equation (1) is

$$s(t)=\sin\beta\sum_{r,s}\langle r|F_+|s\rangle\langle s|F_x|r\rangle\,e^{2\pi i(E_r-E_s)t}.$$

Each eigenstate has a definite value of $F_z$, and $F_+$ raises it by one. When $\langle r|F_+|s\rangle\neq0$, only the $F_-$ part of $F_x=\frac12(F_++F_-)$ can lead back from $r$ to $s$, so $\langle s|F_x|r\rangle=\frac12\langle r|F_+|s\rangle^*$. Therefore

$$s(t)=\frac{\sin\beta}{2}\sum_{r,s}|\langle r|F_+|s\rangle|^2e^{2\pi i(E_r-E_s)t}.\tag{2}$$

A line lies at $E_r-E_s$, with relative intensity $|\langle r|F_+|s\rangle|^2$.

**Lines.** From $F_+|\alpha\beta\rangle=F_+|\beta\alpha\rangle=|\alpha\alpha\rangle$ and $F_+|\beta\beta\rangle=|\alpha\beta\rangle+|\beta\alpha\rangle$,

$$\langle1|F_+|2\rangle=\langle2|F_+|4\rangle=\cos\theta+\sin\theta,$$
$$\langle1|F_+|3\rangle=\langle3|F_+|4\rangle=\cos\theta-\sin\theta .$$

The squares are $1\pm2\sin\theta\cos\theta=1\pm\sin2\theta$. The energy differences are

$$E_1-E_3=\bar\nu+\tfrac12(C+J),\qquad E_3-E_4=\bar\nu-\tfrac12(C+J),$$
$$E_2-E_4=\bar\nu+\tfrac12(C-J),\qquad E_1-E_2=\bar\nu-\tfrac12(C-J).$$

The first two involve state 3 and have intensity $1-\sin2\theta$; the other two involve state 2 and have $1+\sin2\theta$. This is the stated result.

**Why the roof appears.** The singlet $(|\alpha\beta\rangle-|\beta\alpha\rangle)/\sqrt2$ is annihilated by both $F_+$ and $F_-$, because the contributions of the two spins cancel. A middle state can therefore take part in transitions only through its component along the triplet state $T_0=(|\alpha\beta\rangle+|\beta\alpha\rangle)/\sqrt2$. The weights are

$$|\langle T_0|2\rangle|^2=\tfrac12(1+\sin2\theta),\qquad|\langle T_0|3\rangle|^2=\tfrac12(1-\sin2\theta),$$

and each intensity is twice the weight of the state involved. For $J>0$ the coupling makes state 3 more singlet-like, and its two lines, the outer ones, fade.

## Second derivation: motion of the transverse operators

The trace can also be found without any eigenstate. Move the time dependence onto the detected operator:

$$s(t)=\sin\beta\,\mathrm{Tr}[F_+(t)F_x],\qquad \frac{dO(t)}{dt}=2\pi i\,[\mathcal H,O](t).$$

**Commutators.** For spin 1/2, $I_z^2=\frac14$, $I_+^2=0$, $I_zI_+=\frac12I_+$, $I_+I_z=-\frac12I_+$ and $I_+I_-+I_-I_+=1$. For any spin, $[I_z,I_+]=I_+$ and $[I_-,I_+]=-2I_z$. Then

$$[\mathbf I_A\cdot\mathbf I_B,\,I_{A+}]=I_{A+}I_{Bz}-I_{Az}I_{B+}.$$

The first term comes from $I_{Az}I_{Bz}$ and the second from $\frac12I_{A-}I_{B+}$. Next,

$$[\mathbf I_A\cdot\mathbf I_B,\,2I_{A+}I_{Bz}]=2I_{A+}I_{Bz}^2+I_{A-}I_{A+}I_{B+}I_{Bz}-I_{A+}I_{A-}I_{Bz}I_{B+}.$$

The term with $I_{A+}I_{B-}$ has dropped out because $I_{A+}^2=0$. The right side equals

$$\tfrac12I_{A+}-\tfrac12(I_{A-}I_{A+}+I_{A+}I_{A-})I_{B+}=\tfrac12(I_{A+}-I_{B+}).$$

Exchanging the labels A and B gives the two companion relations.

**Two closed pairs.** Define

$$U_A=I_{A+}(1+2I_{Bz}),\qquad U_B=I_{B+}(1+2I_{Az}).$$

The factor $1+2I_{Bz}$ is 2 if spin B is in $\alpha$ and 0 if it is in $\beta$, so $U_A$ describes precession of A beside a partner in $\alpha$. Adding the two commutators above gives

$$[\mathbf I_A\cdot\mathbf I_B,U_A]=\tfrac12\left(2I_{A+}I_{Bz}-2I_{Az}I_{B+}+I_{A+}-I_{B+}\right)=\tfrac12(U_A-U_B).$$

The Zeeman terms contribute $\nu_AU_A$. With the same step for $U_B$,

$$[\mathcal H,U_A]=(\nu_A+\tfrac J2)U_A-\tfrac J2U_B,\qquad[\mathcal H,U_B]=(\nu_B+\tfrac J2)U_B-\tfrac J2U_A .$$

For a partner in $\beta$, put $W_A=I_{A+}(1-2I_{Bz})$ and $W_B=I_{B+}(1-2I_{Az})$. Subtracting the commutators instead of adding them gives the same equations with $J\to-J$.

**Solution.** The matrix of the $U$ pair is

$$M=\bar\nu+\frac J2+\frac12K,\qquad K=\begin{pmatrix}\Delta\nu&-J\\-J&-\Delta\nu\end{pmatrix},\qquad K^2=C^2 .$$

Because $K^2$ is a number, the exponential series splits into its even and odd parts:

$$e^{2\pi iMt}=e^{2\pi i(\bar\nu+J/2)t}\left[\cos\pi Ct+\frac{i}{C}K\sin\pi Ct\right].$$

The detected operator is $F_+=\frac12(U_A+U_B+W_A+W_B)$. Each of the four has the same trace with $F_x$. For $U_A$, only the part $\frac12I_{A-}$ of $F_x$ contributes, and

$$\mathrm{Tr}[U_AF_x]=\tfrac12\,\mathrm{Tr}_A[I_{A+}I_{A-}]\,\mathrm{Tr}_B[1+2I_{Bz}]=\tfrac12\cdot1\cdot2=1 .$$

The $U$ pair therefore contributes $\frac12\sin\beta$ times the sum of all four elements of $e^{2\pi iMt}$. The elements of the unit matrix add up to 2 and those of $K$ to $-2J$, so the contribution is

$$\sin\beta\;e^{2\pi i(\bar\nu+J/2)t}\left[\cos\pi Ct-\frac{iJ}{C}\sin\pi Ct\right]$$
$$=\frac{\sin\beta}{2}\,e^{2\pi i(\bar\nu+J/2)t}\left[\left(1-\frac JC\right)e^{i\pi Ct}+\left(1+\frac JC\right)e^{-i\pi Ct}\right].$$

These are lines at $\bar\nu+\frac12(C+J)$ with intensity $1-J/C$ and at $\bar\nu-\frac12(C-J)$ with $1+J/C$. Changing the sign of $J$ gives the $W$ pair: $\bar\nu+\frac12(C-J)$ with $1+J/C$ and $\bar\nu-\frac12(C+J)$ with $1-J/C$. Since $J/C=\sin2\theta$, all four lines agree with the first derivation, including the common factor $\frac12\sin\beta$.

Here the roof is an interference. The off-diagonal elements of $M$, which come from the flip-flop terms, pass precession from one spin to the other, and the receiver adds the two amplitudes. Without those elements the lines would stand at $\nu_A\pm J/2$ and $\nu_B\pm J/2$, all with intensity 1.

## What each derivation assumes

The physical assumptions are common to both: the same $\mathcal H$, a starting operator proportional to $F_x$, and equal detection of both spins. The size of the high-temperature step can be found directly. With a common Larmor frequency $\nu_0$ and $\tau=\tanh(h\nu_0/2kT)$, the Boltzmann factor $e^{-h\nu_0F_z/kT}$ is proportional to $(1-2\tau I_{Az})(1-2\tau I_{Bz})=1-2\tau F_z+4\tau^2I_{Az}I_{Bz}$. The pulse replaces each $I_z$ by $I_z\cos\beta+I_x\sin\beta$, and the part that changes $F_z$ by one unit becomes $-2\tau\sin\beta\,[F_x-\tau\cos\beta\,(2I_{Ax}I_{Bz}+2I_{Az}I_{Bx})]$. The added operator has trace $+1$ with $U_A$ and $U_B$ and $-1$ with $W_A$ and $W_B$, so the $U$ lines are scaled by $1-\tau\cos\beta$ and the $W$ lines by $1+\tau\cos\beta$. At 298 K and 400 MHz, $\tau\approx3.2\times10^{-5}$, so the correction is small at any flip angle, and it vanishes at $90^\circ$. What remains at $90^\circ$ is the slightly unequal polarization of A and B, a term $\frac12\Delta\nu(I_{Az}-I_{Bz})$ beside $\nu_0F_z$. After the pulse it contributes $\pm(\cos\theta+\sin\theta)(\cos\theta-\sin\theta)\,\Delta\nu/(2\nu_0)=\pm\cos2\theta\,\Delta\nu/(2\nu_0)$ to each intensity, scaled to a sum of 4. For the example below this is $0.8\times8/(4\times10^8)=1.6\times10^{-8}$, the value found by numerical evaluation with the full Boltzmann density matrix and a $90^\circ$ pulse.

The derivations differ in what they need mathematically. The first needs the eigenstates of $\mathcal H$. In return it assigns each line to a pair of levels and identifies the singlet as the cause of the weak lines. The second needs the spin-1/2 identities, which close the set at four operators, but no energies and no mixing angle. Both admit the simplest relaxation directly: if all four operators, or equally all four terms of equation (2), decay at one common rate, $s(t)$ acquires one common exponential factor, and the lines broaden equally while their integrated intensities stay the same.

The result can fail when a shared assumption fails. A pulse selective for A makes the four traces unequal. A third coupled spin enlarges the problem, an orientation-dependent coupling changes the form of the interaction, and chemical exchange makes $\nu_A$, $\nu_B$ or $J$ change in time.

## Reading a spectrum, and its limits

Number the lines $f_1>f_2>f_3>f_4$. For either sign of $J$, the outer separation is $f_1-f_4=C+|J|$ and the inner one is $f_2-f_3=C-|J|$. Hence

$$|J|=f_1-f_2,\qquad \Delta\nu=\sqrt{(f_1-f_4)(f_2-f_3)},$$
$$\frac{\text{inner intensity}}{\text{outer intensity}}=\frac{1+|J|/C}{1-|J|/C}=\frac{f_1-f_4}{f_2-f_3}.$$

In the high-temperature approximation used here, the sign of $J$ cannot be read from this spectrum.

The midpoint of the upper doublet is $C/2$ above $\bar\nu$, too far out to be $\nu_A$. Its intensity-weighted centre lies above $\bar\nu$ by

$$\frac12\left[\left(1-\frac{|J|}C\right)\frac{C+|J|}2+\left(1+\frac{|J|}C\right)\frac{C-|J|}2\right]=\frac{C^2-J^2}{2C}=\frac{\Delta\nu^2}{2C},$$

which is too far in. The geometric mean of the two distances is the true value, $\Delta\nu/2$.

For $|J|\ll\Delta\nu$, $C\approx\Delta\nu+J^2/(2\Delta\nu)$. Each doublet midpoint then moves outward by about $J^2/(4\Delta\nu)$, and the intensities are about $1\pm|J|/\Delta\nu$. The roof is of first order in $J/\Delta\nu$. The displacement is of second order relative to $\Delta\nu$; relative to the splitting $|J|$ it is $|J|/(4\Delta\nu)$, a quarter of the relative change in intensity. With $\Delta\nu=400$ Hz and $J=4$ Hz the displacement is 0.01 Hz, but the intensities are already 0.99 and 1.01.

For $\Delta\nu\to0$ at fixed $J\ne0$, $C\to|J|$: the outer lines vanish and the inner ones merge at $\bar\nu$. Equivalent spins show no splitting, although the coupling is still present.

## A worked example

Take round model parameters: shifts of 2.02 and 1.98 ppm at 400 MHz, and $J=12$ Hz. Then $\nu_A=808$ Hz, $\nu_B=792$ Hz, $\bar\nu=800$ Hz and $\Delta\nu=16$ Hz, so

$$C=\sqrt{16^2+12^2}=20\ \text{Hz},\qquad\sin2\theta=\tfrac{12}{20}=0.6,\qquad\theta=18.43^\circ .$$

The energies $E_1$ to $E_4$, divided by Planck's constant, are 803, 7, −13 and −797 Hz. Their differences give the lines:

| Line | Position (Hz) | Intensity |
|---|---|---|
| $f_1=E_1-E_3$ | 816 | 0.4 |
| $f_2=E_2-E_4$ | 804 | 1.6 |
| $f_3=E_1-E_2$ | 796 | 1.6 |
| $f_4=E_3-E_4$ | 784 | 0.4 |

On the shift scale they lie at 2.04, 2.01, 1.99 and 1.96 ppm. Without the flip-flop terms they would be at 814, 802, 798 and 786 Hz with equal intensities.

Read backwards, the spectrum gives $|J|=816-804=12$ Hz and $\Delta\nu=\sqrt{32\times8}=16$ Hz. The intensity ratio $1.6/0.4=4$ equals the separation ratio $32/8$. The upper doublet has its midpoint at 810 Hz and its weighted centre at 806.4 Hz, on either side of $\nu_A=808$ Hz; indeed $\sqrt{10\times6.4}=8$ Hz.

In another magnet $\Delta\nu$ scales with the field and $J$ does not. Positions are given relative to $\bar\nu$:

| Field (MHz) | Outer (Hz) | Inner (Hz) | Intensity ratio |
|---|---|---|---|
| 100 | ±12.32 | ±0.32 | 38 |
| 200 | ±13.21 | ±1.21 | 10.9 |
| 400 | ±16.00 | ±4.00 | 4.0 |
| 800 | ±23.09 | ±11.09 | 2.1 |

At 100 MHz the inner lines are 0.65 Hz apart. Two equal Lorentzian lines lose the dip between them once their full width at half height exceeds $\sqrt3$ times their separation, here about 1.1 Hz. Between that width and about 3.7 Hz the inner pair appears as one strong peak with two weak outer lines, each of intensity 0.05. If all lines are broader still, the outer ones no longer form separate maxima on the flanks of the strong peak. At 800 MHz two doublets are plain to see, yet the inner lines are still about twice as strong as the outer ones.
